**Ewald and direct sums for the probe-charge constants of cubic supercells**

The program computes $\xi=C/R_{\rm WS}$, the amount by which the zero-average potential of a periodic unit charge in a neutralising background lies below $1/r$ at the charge. Here $R_{\rm WS}$ is the radius of a sphere with the supercell volume. The output gives $C=1.760119$ for simple cubic, $1.791747$ for face-centred cubic and $1.791859$ for body-centred cubic supercells. The program asserts that each Ewald value is independent of the splitting parameter and agrees within $3\times10^{-6}$ with an extrapolated direct sum over neutral cubes. It also asserts the average of the short-range part, the Poisson summation identity, the reciprocity of the fcc and bcc shells, and the neutral-sphere value $9/5$. For a model orbital with an exponential density, it asserts that adding $-\xi/2$ to the exchange energy leaves the predicted error of order inverse volume. In supercells of 1728 bohr³ the error falls from about 0.115–0.117 Ha to −0.003636 Ha for all three lattices.

## Numerical verification

```python
"""
Result under test: a unit point charge repeated on a lattice with a uniform
neutralising background has the zero-average potential v(r), and
    xi = -lim_{r->0} [v(r) - 1/r] = C / R_WS,
with C = 1.7601 (sc), 1.79175 (fcc), 1.79186 (bcc).
R_WS: radius of a sphere with the supercell volume; alpha: Ewald splitting.
R: lattice vectors; G = 2 pi g: reciprocal vectors. Hartree atomic units.
Independent road: direct sums over neutral cubes, without Ewald splitting.
The use of xi is tested on the exchange energy of an exponential density.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import erfc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
NAMES = ("sc", "fcc", "bcc")
DUAL = {"sc": "sc", "fcc": "bcc", "bcc": "fcc"}
TARGET = {"sc": (1.7601, 4), "fcc": (1.79175, 5), "bcc": (1.79186, 5)}
PRIMITIVE = {
    "sc": np.eye(3),
    "fcc": np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float),
    "bcc": np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]], float),
}
# rows are primitive vectors, scaled to unit cell volume
CELL = {s: m / abs(np.linalg.det(m)) ** (1 / 3) for s, m in PRIMITIVE.items()}
R_UNIT = (3 / (4 * np.pi)) ** (1 / 3)


def lengths(cell, n):
    """Lengths of all non-zero lattice vectors with indices from -n to n."""
    i = np.arange(-n, n + 1)
    idx = np.array(np.meshgrid(i, i, i, indexing="ij")).reshape(3, -1).T
    idx = idx[np.any(idx != 0, axis=1)]
    return np.linalg.norm(idx @ cell, axis=1)


def reciprocal(cell):
    return 2 * np.pi * np.linalg.inv(cell).T


def ewald_xi(cell, alpha):
    volume = abs(np.linalg.det(cell))
    r = lengths(cell, 7)
    g = lengths(reciprocal(cell), 7)
    real_sum = np.sum(erfc(alpha * r) / r)
    recip_sum = 4 * np.pi / volume * np.sum(np.exp(-(g / (2 * alpha))**2) / g**2)
    return (2 * alpha / np.sqrt(np.pi) + np.pi / (alpha**2 * volume)
            - real_sum - recip_sum)


def cube_charges(name, n):
    """Weights and distances in a cube of n^3 conventional cells of side 1."""
    i = np.arange(-n, n + 1)
    w = np.where(np.abs(i) == n, 0.5, 1.0)
    x, y, z = i[:, None, None], i[None, :, None], i[None, None, :]
    if name == "fcc":
        mask = (x + y + z) % 2 == 0
    else:
        mask = (x % 2 == 0) & (y % 2 == 0) & (z % 2 == 0)
        if name == "bcc":
            mask = mask | ((x % 2 == 1) & (y % 2 == 1) & (z % 2 == 1))
    weight = w[:, None, None] * w[None, :, None] * w[None, None, :]
    distance = 0.5 * np.sqrt(x**2 + y**2 + z**2)
    return weight[mask], distance[mask]


# Integral of 1/r over a unit cube centred on the origin, from its faces
nodes, gauss_w = np.polynomial.legendre.leggauss(40)
face = np.sum(np.outer(gauss_w, gauss_w) / 4
              / np.sqrt((nodes[:, None] / 2)**2 + (nodes[None, :] / 2)**2 + 0.25))
CUBE_INTEGRAL = 1.5 * face


def direct_constant(name):
    """C from neutral cubes, extrapolated with an inverse-square size law."""
    w1, d1 = cube_charges(name, 1)
    per_cube = np.sum(w1)
    second_moment = np.sum(w1 * d1**2) - per_cube * 0.25
    average = -2 * np.pi / 3 * second_moment
    sizes = (41, 61)
    values = []
    for n in sizes:
        w, d = cube_charges(name, n)
        away = d > 0
        values.append(per_cube * n**2 * CUBE_INTEGRAL
                      - np.sum(w[away] / d[away]) + average)
    p, q = sizes[0]**2, sizes[1]**2
    xi = (q * values[1] - p * values[0]) / (q - p)
    return xi * (3 / (4 * np.pi * per_cube)) ** (1 / 3)


# Average of the short-range part, and Poisson summation
for alpha in (0.8, 1.7):
    integral = quad(lambda r: 4 * np.pi * r * erfc(alpha * r), 0, np.inf)[0]
    assert abs(integral - np.pi / alpha**2) < 1e-7
for s in NAMES:
    alpha = 1.3
    left = 1 + np.sum(np.exp(-(alpha * lengths(CELL[s], 7))**2))
    g = lengths(reciprocal(CELL[s]), 7)
    right = np.pi**1.5 / alpha**3 * (1 + np.sum(np.exp(-(g / (2 * alpha))**2)))
    assert abs(left - right) < 1e-10

# Shell tables at unit volume with alpha = sqrt(pi)
print("Unit cell volume, alpha = sqrt(pi); lengths in units of Omega^(1/3)")
print(f"R_WS = {R_UNIT:.8f} Omega^(1/3)")
print("shells: number, distance, real-space term, reciprocal-space term")
real_part, recip_part = {}, {}
for s in NAMES:
    dist, count = np.unique(np.round(lengths(CELL[s], 4), 9), return_counts=True)
    dual_dist, dual_count = np.unique(
        np.round(lengths(np.linalg.inv(CELL[DUAL[s]]).T, 4), 9),
        return_counts=True)
    assert np.allclose(dist[:4], dual_dist[:4], atol=1e-8)
    assert np.array_equal(count[:4], dual_count[:4])
    d, c = dist[:4], count[:4]
    real_terms = c * erfc(np.sqrt(np.pi) * d) / d
    recip_terms = c * np.exp(-np.pi * d**2) / (np.pi * d**2)
    real_part[s], recip_part[s] = real_terms.sum(), recip_terms.sum()
    for k in range(4):
        print(f"{s:3s} {c[k]:3d} {d[k]:.6f} {real_terms[k]:.8f} {recip_terms[k]:.8f}")
    print(f"{s:3s} four-shell sums: {real_part[s]:.8f} {recip_part[s]:.8f}")

# The constants, by Ewald summation and by direct summation
constant = {}
print("xi in Omega^(-1/3); C = xi*R_WS, dimensionless")
for s in NAMES:
    values = [ewald_xi(CELL[s], f * np.sqrt(np.pi)) for f in (0.75, 1.0, 1.35)]
    assert np.ptp(values) < 1e-10
    xi_four = 3 - real_part[s] - recip_part[DUAL[s]]
    constant[s] = values[1] * R_UNIT
    direct = direct_constant(s)
    target, digits = TARGET[s]
    assert abs(xi_four * R_UNIT - constant[s]) < 1e-6
    assert abs(direct - constant[s]) < 3e-6
    assert abs(constant[s] - target) < 0.5 * 10**(-digits)
    print(f"{s:3s} four shells: xi = {xi_four:.7f}, C = {xi_four*R_UNIT:.6f}")
    print(f"{s:3s} converged: xi = {values[1]:.8f}, C = {constant[s]:.8f}")
    print(f"{s:3s} direct neutral-cube sum: C = {direct:.6f}")

# One charge in its own neutral sphere of unit radius
sphere_average = quad(lambda r: 3 * r**2 * (1 / r - 1.5 + r**2 / 2), 0, 1)[0]
sphere_constant = 1.5 + sphere_average
assert abs(sphere_constant - 9 / 5) < 1e-12
print(f"neutral sphere: C = {sphere_constant:.6f}")
for s in NAMES:
    print(f"{s:3s} below sphere by {100*(1-constant[s]/sphere_constant):.3f} %")

# Exchange of one spin orbital with density exp(-2r)/pi
volume = 12.0**3
radius = (3 * volume / (4 * np.pi)) ** (1 / 3)
enclosed = lambda r: 1 - np.exp(-2*r) * (1 + 2*r + 2*r**2)
coulomb = quad(lambda r: 8 * r * np.exp(-2*r) * enclosed(r), 0, np.inf)[0]
mean_r2 = quad(lambda r: 4 * r**4 * np.exp(-2*r), 0, np.inf)[0]
exact_exchange = -coulomb / 2
residual_formula = -2 * np.pi * mean_r2 / (3 * volume)
print(f"supercell volume = {volume:.0f} bohr^3, R_WS = {radius:.6f} bohr")
print(f"model density: <r^2> = {mean_r2:.6f} bohr^2")
print(f"isolated exchange energy = {exact_exchange:.6f} Ha")
print(f"predicted error left after correction = {residual_formula:.6f} Ha")
for s in NAMES:
    cell = CELL[s] * volume ** (1 / 3)
    g = lengths(reciprocal(cell), 30)
    form_factor = (1 + g**2 / 4) ** (-2)
    periodic = -2 * np.pi / volume * np.sum(form_factor**2 / g**2)
    xi = constant[s] / radius
    corrected = periodic - xi / 2
    # tolerance covers the finite reciprocal-space cutoff
    assert abs(corrected - exact_exchange - residual_formula) < 2e-6
    assert abs(corrected - exact_exchange) < 0.1 * abs(periodic - exact_exchange)
    print(f"{s:3s} xi = {xi:.6f} Ha = {xi*HARTREE_EV:.4f} eV")
    print(f"{s:3s} E_x without G=0: {periodic:.6f} Ha, corrected: {corrected:.6f} Ha")
    print(f"{s:3s} error before: {periodic-exact_exchange:.6f} Ha, "
          f"after: {corrected-exact_exchange:.6f} Ha")

print("finished without a failed check")
```

Output:

```
Unit cell volume, alpha = sqrt(pi); lengths in units of Omega^(1/3)
R_WS = 0.62035049 Omega^(1/3)
shells: number, distance, real-space term, reciprocal-space term
sc    6 1.000000 0.07313329 0.08253250
sc   12 1.414214 0.00333260 0.00356655
sc    8 1.732051 0.00006533 0.00006850
sc    6 2.000000 0.00000161 0.00000167
sc  four-shell sums: 0.07653283 0.08616922
fcc  12 1.122462 0.05237511 0.05790040
fcc   6 1.587401 0.00026155 0.00027645
fcc  24 1.944161 0.00001355 0.00001408
fcc  12 2.244924 0.00000010 0.00000010
fcc four-shell sums: 0.05265031 0.05819103
bcc   8 1.091124 0.04573079 0.05079639
bcc   6 1.259921 0.00756104 0.00821301
bcc  12 1.781797 0.00005360 0.00005606
bcc  24 2.089343 0.00000187 0.00000194
bcc four-shell sums: 0.05334730 0.05906740
xi in Omega^(-1/3); C = xi*R_WS, dimensionless
sc  four shells: xi = 2.8372979, C = 1.760119
sc  converged: xi = 2.83729748, C = 1.76011888
sc  direct neutral-cube sum: C = 1.760119
fcc four shells: xi = 2.8882823, C = 1.791747
fcc converged: xi = 2.88828212, C = 1.79174723
fcc direct neutral-cube sum: C = 1.791747
bcc four shells: xi = 2.8884617, C = 1.791859
bcc converged: xi = 2.88846150, C = 1.79185851
bcc direct neutral-cube sum: C = 1.791859
neutral sphere: C = 1.800000
sc  below sphere by 2.216 %
fcc below sphere by 0.458 %
bcc below sphere by 0.452 %
supercell volume = 1728 bohr^3, R_WS = 7.444206 bohr
model density: <r^2> = 3.000000 bohr^2
isolated exchange energy = -0.312500 Ha
predicted error left after correction = -0.003636 Ha
sc  xi = 0.236441 Ha = 6.4339 eV
sc  E_x without G=0: -0.197915 Ha, corrected: -0.316136 Ha
sc  error before: 0.114585 Ha, after: -0.003636 Ha
fcc xi = 0.240690 Ha = 6.5495 eV
fcc E_x without G=0: -0.195791 Ha, corrected: -0.316136 Ha
fcc error before: 0.116709 Ha, after: -0.003636 Ha
bcc xi = 0.240705 Ha = 6.5499 eV
bcc E_x without G=0: -0.195784 Ha, corrected: -0.316136 Ha
bcc error before: 0.116716 Ha, after: -0.003636 Ha
finished without a failed check
```
